\section*{Guaranteed-reduction Pulay mixing: monotonicity, stagnation and cost against standard Pulay, part 2}

The question is whether the second evaluation per step in the guaranteed-reduction (GR) Pulay scheme is worth paying for in a self-consistent-field (SCF) code. Cost is counted in calls of the map $g$. The residual is $R(x)=g(x)-x$, with the Euclidean product. Both schemes minimise $\|\bar r\|$, where $\bar r=\sum_ic_ir_i$, $\bar x=\sum_ic_ix_i$, $\sum_ic_i=1$.

Pulay($w$) uses its last $w$ inputs and takes $\bar x+\beta\bar r$ as the next. GR($m$) uses its last $m$ optimal points and the trial point $x_n+\beta r_n$, stores $\bar x$ and recomputes $R(\bar x)$; without recomputation it stores $\bar r$. GR($m$) and Pulay($m+1$) need equal storage. The tolerance is $\tau$.

For affine $R(x)=b-Ax$, $A=I-g'$, GR never raises the norm. With $Q$ projecting onto the complement of the stored residual differences,
\begin{equation}
\|r_n\|^2-\|r_{n+1}\|^2=\frac{\langle r_n,Ar_n\rangle^2}{\|QAr_n\|^2}.\label{dec}
\end{equation}
The first step gives $\bar r_1=(I-\alpha_0A)r_0$. If the lowest eigenvalue $\mu$ of $(A+A^T)/2$ is positive, and $\sigma$ is the largest singular value of $A$,
\begin{equation}
\|r_{n+1}\|\le\sqrt{1-\mu^2/\sigma^2}\,\|r_n\| .\label{mu}
\end{equation}
For symmetric $A$ with positive eigenvalues,
\begin{equation}
\|r_{n+1}\|\le\rho\|r_n\|,\qquad \rho=\frac{\kappa-1}{\kappa+1},\qquad\kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .\label{rho}
\end{equation}

Without stagnation, full-history GR gives the GMRES residuals $r_n^G$. So does GR(2) if $A is self-adjoint in the product used. Full Pulay evaluates
\begin{equation}
r_{k+1}=b-A(\bar x_k+\beta r_k^G)=(I-\beta A)\,r^G_k .\label{seen}
\end{equation}
With $N$ and $K$ the first indices at which $\|r_N^G\|\le\tau$ and $\|(I-\beta A)r_K^G\|\le\tau$, the full-history calls are
\begin{equation}
C_{\rm GR}=2N+1,\qquad C_{\rm P}=K+2,\qquad C_{\rm GR}^{\rm no\ recomputation}=N+1 .\label{cost}
\end{equation}

For nonlinear maps, with $d_i=x_i-\bar x$, the defect is
\begin{equation}
\delta\equiv R(\bar x)-\sum_ic_ir_i=-\tfrac12\sum_ic_i\,R''[d_i,d_i]+O(d^3).\label{def}
\end{equation}
For $m=1$, $\bar x=x_n+\alpha r_n$ and $\delta=-\tfrac12\alpha(\beta-\alpha)R''[r_n,r_n]$ at leading order. A rise can be answered by halving the step $\bar x-x_n$.

\section{Charge sloshing: Thomas--Fermi model}

In atomic units a density error $\delta n_q$ gives a Hartree potential $4\pi\delta n_q/q^2$, and the Thomas--Fermi response $-k^2/4\pi$ returns the output error $-(k^2/q^2)\delta n_q$. Thus $A$ is diagonal with $\lambda=1+k^2/q^2$, $q=2\pi n/\ell$. The model takes $k=1$ bohr$^{-1}$, $\ell=100$ bohr, 40 modes, unit initial residual in each ($\|r_0\|=\sqrt{40}=6.3246$), $\beta=0.2$ and $\tau=10^{-6}\|r_0\|$. Then $\lambda_1=254.303$, $\lambda_2=64.326$, $\lambda_{40}=1.1583$, $\kappa=219.55$, $\rho=218.55/220.55=0.99093$ and $\|I-\beta A\|=0.2\times254.303-1=49.86$. The model supplies a spectrum, not a material: with $k^2=4k_F/\pi$, $2k_F=1.57$ bohr$^{-1}$, and the 15 highest modes ($q$ up to $2.51$ bohr$^{-1}$) lie beyond it, where the constant Thomas--Fermi response overstates the screening (the Lindhard function gives $\lambda_{40}\approx1.02$, $\kappa\approx249$); exchange and correlation are omitted. The bound \eqref{rho} and its attainment were tested for $m=1$.

GR(2) gives $6.32, 6.09, 5.54, 4.56,\dots$, tested against GMRES over six steps; the first ratio, $6.0922/6.3246=0.963$, lies below the bound $\rho$. Full Pulay follows the same GMRES points but by \eqref{seen} evaluates residuals $6.32, 51.7, 32.7, 17.1,\dots$. In this affine model the excursion is harmless; in a real system the corresponding input must still lie in the linear regime.

The rise of Pulay(2) can be bounded by hand. With $M=I-\beta A$, $r_1=Mr_0$ and $r_2=M(I-\alpha_0A)r_0$, so the line through them is $M(I-\alpha A)r_0$. Modes 1 and 2 alone trace $(a,b)-\alpha(a\lambda_1,b\lambda_2)$ up to signs, with $a=49.86$ and $b=0.2\times64.326-1=11.865$. The distance of a plane line from the origin is the cross product of point and direction over the length of the direction:
\begin{equation}
\|\bar r_2\|\ge\frac{ab(\lambda_1-\lambda_2)}{\sqrt{a^2\lambda_1^2+b^2\lambda_2^2}}=\frac{591.6\times189.98}{\sqrt{12680^2+763^2}}=8.85>\|\bar r_1\|=6.09 .
\end{equation}
The value with all modes is $10.83$, followed by $24.52$.

GMRES gives $N=K=18$, and the counted calls equal the prediction \eqref{cost}: $37$, $20$ and $19$, with ratio $37/20=1.85$. With short histories and this $\beta$ the order reverses; the Pulay counts depend on $\beta$, the GR counts do not in exact arithmetic, and no other $\beta$ was run. GR(2) needs 45 calls with no rise; Pulay(3), at equal storage, diverges and was stopped at a norm of $10^9$ after 33 calls; Pulay(8) needs 54 calls with 9 rises. The 45 calls are 22 steps, against 18 in exact arithmetic, so four steps are lost to rounding in the short recurrence.

\section{Benzene, RHF density mixing}

In an orthonormal basis the input is a real symmetric matrix $D$, the Fock matrix is $F=h+G[D]$ with $G[D]_{pq}=\sum_{rs}[2(pq|rs)-(pr|qs)]D_{rs}$, and $g(D)$ is the projector $P$ on the lowest eigenvectors of $F$; the norm is Frobenius. Since $G$ is linear, $D\to D+d$ perturbs $F$ by $V=G[d]$. Work in the eigenbasis of $F$, occupied $i,j$, virtual $a,b$, and expand $P=P^0+P^1+P^2$.

At first order $P^2_{\rm total}=P$ reads $P^0P^1+P^1P^0=P^1$; its occupied block gives $2P^1_{ij}=P^1_{ij}$ and its virtual block $0=P^1_{ab}$, so both vanish. The condition $[F+V,P]=0$ gives $[F,P^1]+[V,P^0]=0$, whose $ia$ element is $(\varepsilon_i-\varepsilon_a)P^1_{ia}-V_{ia}=0$. At second order, $P^0P^2+P^2P^0+P^1P^1=P^2$ fixes the diagonal blocks and $[F,P^2]+[V,P^1]=0$ the mixed one:
\begin{align}
P^1_{ia}&=\frac{V_{ia}}{\varepsilon_i-\varepsilon_a},& P^2_{ia}&=-\frac{[V,P^1]_{ia}}{\varepsilon_i-\varepsilon_a},\\
P^2_{ij}&=-(P^1P^1)_{ij},& P^2_{ab}&=+(P^1P^1)_{ab}.
\end{align}
Hence $Ad=d-P^1$ and $\tfrac12R''[d,d]=P^2$; both need a nonzero gap. The first was tested against central differences, the second through \eqref{def} with random displacements: for steps $2\times10^{-3}$ and $10^{-3}$ the defect is $1.335\times10^{-7}$ and $3.338\times10^{-8}$, ratio $4.0$, and the mismatch relative to the defect is $6.7\times10^{-4}$ and $3.4\times10^{-4}$, ratio $2.0$, as a cubic remainder requires.

Because $P^1$ has only mixed blocks, $A$ maps the occupied--virtual (ov) subspace into itself. For $d_{jb}=d_{bj}=u_{jb}$, adding the two orderings in $G$ gives
\begin{equation}
(Au)_{ia}=u_{ia}+\frac{1}{\omega_{ia}}\sum_{jb}\Gamma_{ia,jb}u_{jb},\quad \Gamma_{ia,jb}=4(ia|jb)-(ij|ab)-(ib|ja),
\end{equation}
with $\omega_{ia}=\varepsilon_a-\varepsilon_i>0$ and $\Gamma$ symmetric for real orbitals. So $\omega^{1/2}A\,\omega^{-1/2}=I+\omega^{-1/2}\Gamma\omega^{-1/2}$ is symmetric, while $A$ is not. On the other blocks $A$ acts as the identity plus a coupling into ov; it is block triangular, and its eigenvalues are 1 and those of the ov block.

The calculation is RHF/STO-3G (minimal basis, no correlation) at a model geometry taken as input, C--C $1.40$ \AA, C--H $1.09$ \AA, with 36 functions, 21 occupied orbitals, gap $0.546$ hartree, MINAO start, $\beta=1$, $\tau=10^{-8}$. The ov eigenvalues run from $0.375$ to $1.533$, so in the gap-weighted norm \eqref{rho} gives $\rho=3.085/5.085=0.607$. From a random ov start, GR(2) matches GMRES over eight steps to $3\times10^{-11}$ in that norm and deviates by up to $0.9$ in the Frobenius norm, both relative to the GMRES residual. On the full space $\mu=-0.37$ with $\sigma=3.60$, although every eigenvalue of $A$ is positive. These numbers are not converged in the basis: 6-31G gives gap $0.477$ hartree, ov eigenvalues $0.349$ to $1.696$, $\rho=0.659$, $\mu=-0.72$ and $\sigma=4.39$. Stability against real, spin-restricted rotations, which is all that positive eigenvalues of $A$ express (this solution is unstable towards UHF: the lowest eigenvalue of $\omega_{ia}\delta_{ia,jb}-(ij|ab)-(ib|ja)$ is $-0.081$ hartree), thus does not secure \eqref{mu} in the Frobenius norm: vectors with $\langle r,Ar\rangle=0$ exist, since $\langle r,Ar\rangle$ takes both signs. No stall occurred in these runs, but the SCF runs below do not probe the indefinite part: the MINAO start is totally symmetric and excites only 19 of the 315 ov modes, with eigenvalues $0.74$ to $1.06$, and within that symmetry block $\mu=+0.22$, so \eqref{mu} applies there.

For the linearised map $N=K=7$ and the counts match \eqref{cost}: $15$, $9$, $8$, ratio $1.67$. For the real map Pulay(8) needs 9 calls and GR(7) needs 17, ratio $1.89$ (GR takes one step more than in the linearised case, Pulay the same number); both, and GR(2), reproduce the independent SCF energy $-227.88983945$ hartree within $10^{-8}$ hartree, with no rise. GR(2) also needs 17 calls, so from this start and in this basis the longer history saved nothing, although $A$ is not symmetric. The tie is not general: in 6-31G GR(7) needs 19 calls and GR(2) 23 (Pulay(8) 11), and in STO-3G a start perturbed by a random symmetric matrix of norm $0.01$ gave 25 and 29 (Pulay(8) 14). Among the six steps listed in the numerical output the defect is at most $1.38\times10^{-4}/1.05\times10^{-2}=1.3\%$ of the true norm.

The first defect, $3.8\times10^{-5}$ after a step of size $2.4$, is small because $\alpha\approx\beta$. The trial residual $r'$ is the second Pulay norm, $0.131$, so $\|r'\|\le0.1315$. From $r'-\bar r=(1-\alpha/\beta)(r'-r_0)$ and $\bar r\perp(r'-r_0)$,
\begin{equation}
|1-\alpha/\beta|=\frac{\sqrt{\|r'\|^2-\|\bar r\|^2}}{\|r'-r_0\|}\le\frac{\sqrt{0.1315^2-0.13089^2}}{2.378-0.1315}=0.006 ,
\end{equation}
which suppresses the factor $\alpha(\beta-\alpha)$; the actual value of $1-\alpha/\beta$ is $2.4\times10^{-3}$. The curvature along $r_0$ is also weak: at $\alpha=0.5$, where the factor is $0.25$, the defect is only $4.3\times10^{-3}$. Without recomputation GR(7) stops after 9 calls with stored norm $2.08\times10^{-9}$ and true norm $2.09\times10^{-9}$. For this system the eight extra calls bought nothing.

\section{A rise: the Hubbard dimer}

In restricted mean field with one electron per spin and imbalance $x=n_{1\sigma}-n_{2\sigma}$, the site energies are $U(1\pm x)/2$, so up to a constant $H=(Ux/2)\sigma_z-t\sigma_x$. The ground state points against the field $(-t,0,Ux/2)$, giving $g(x)=-Ux/\sqrt{U^2x^2+4t^2}$. For $U/t=20$ and $x_0=0.5$, $r_0=-10/\sqrt{104}-0.5=-1.4806$. With $\beta=0.1$ the trial point is $0.3519$ with $r'=-1.3139$. In one dimension GR(1) is a secant step with predicted residual zero: the slope is $0.1667/(-0.1481)=-1.126$ and $\bar x=0.5-1.4806/1.126=-0.815$. The true residual there is $+1.8074$, larger in magnitude than $1.4806$. The start and the trial point lie on the same saturated branch of $g$, and the secant step to $\bar x$ crosses the steep region near $x=0$, where $R'=-(1+U/2t)=-11$. Here $\alpha=1.315/1.4806=0.89$, about $9\beta$. Without recomputation the scheme would store zero and report convergence. One halving gives $x=-0.1574$ and residual $1.0016$.

\section{Choosing}

Where full history is affordable and the inputs stay in the linear regime, \eqref{cost} makes recomputation a surcharge below a factor of two with no return. Where history must be short and $\|I-\beta A\|\gg1$, storing optimal points is what preserves non-increase, and for affine $R$ in exact arithmetic it does so without the second call. In floating point a $\beta$ much smaller than $\alpha$ can amplify the rounding errors of the stored residuals, which recomputation removes. A code can therefore store optimal points, recompute on the first steps and whenever $\sum|c_i|\|d_i\|^2$ is large, stop recomputing once the measured $\|\delta\|/\|R(\bar x)\|$ has become small, and confirm convergence with one true evaluation; this switching rule is suggested by \eqref{def} and was not run. A predicted norm that stops falling signals, by \eqref{dec}, $|\langle r,Ar\rangle|\ll\|r\|\,\|QAr\|$; changing $\beta$ cannot cure it in the affine regime, whereas a trial step $Wr_n$ with a preconditioner $W$ replaces $Ar_n$ by $AWr_n$ in \eqref{dec}.

\section*{Calculated quantities}
\begin{verbatim}
random 60x60 maps: worst relative error of decrease formula 2.2e-13
diag(1,-1): |r0| 1.4142, GR after 5 1.4142, Pulay 1.4142, GMRES after 2 0e+00
TF model: k 1.0 1/bohr, L 100.0 bohr, modes 40, beta 0.2, |r0| 6.3246, tol 6.325e-06
TF lambda1 254.303 lambda2 64.326 lambda40 1.1583 kappa 219.55
TF bound (kappa-1)/(kappa+1) 0.990932, attained 0.990932, |I-beta A| 49.86
TF GR(2) norms       6.3246 6.0922 5.5389 4.5554 3.2924 2.1100 1.2292
TF Pulay(full) seen  6.3246 51.6917 32.6881 17.1056 9.6580 4.9290 2.2741
TF Pulay(2) extrapolated norms 6.3246 6.0922 10.8312 24.5238
TF N 18 K 18; calls GR(full) 37 Pulay(full) 20 GR no recompute 19 ratio 1.850
TF GR(2): calls 45, final norm 2.98e-06
TF Pulay(3): calls 33 (cap 401), final norm 1.07e+09, rises 21
TF Pulay(8): calls 54 (cap 401), final norm 3.58e-06, rises 9
benzene: CC 1.40 A, CH 1.09 A, basis 36, occupied 21, beta 1, tol 1e-8
E(PySCF) -227.88983945 hartree, gap 0.54553 hartree
step 2e-03: |defect| 1.3352e-07, formula 1.3350e-07, mismatch 6.74e-04
step 1e-03: |defect| 3.3381e-08, formula 3.3378e-08, mismatch 3.37e-04
ov block (315): eigenvalues 0.3753 to 1.5332, kappa 4.085
GR(2) vs GMRES, 8 steps: gap metric 3.1e-11, Frobenius 9.0e-01
full A (666): mu -0.3698, sigma_max 3.6029
linearised: N 7 K 7; calls GR(full) 15 Pulay(full) 9 no recompute 8 ratio 1.667
SCF Pulay(8): calls 9, rises 0, E -227.88983945 hartree
  evaluated norms 2.38e+00 1.31e-01 3.24e-02 1.25e-03 2.12e-04 1.01e-05 6.96e-07
SCF GR(7): calls 17, rises 0, E -227.88983945 hartree
  n 0: predicted 2.3780e+00 true 2.3780e+00 defect 0.00e+00
  n 1: predicted 1.3089e-01 true 1.3091e-01 defect 3.82e-05
  n 2: predicted 1.0527e-02 true 1.0517e-02 defect 1.38e-04
  n 3: predicted 1.0717e-03 true 1.0716e-03 defect 2.90e-06
  n 4: predicted 6.0753e-05 true 6.0696e-05 defect 9.46e-08
  n 5: predicted 5.1678e-06 true 5.1668e-06 defect 2.46e-09
  n 6: predicted 2.2140e-07 true 2.2144e-07 defect 1.99e-10
SCF GR(2): calls 17, rises 0, E -227.88983945 hartree
SCF cost ratio GR(7)/Pulay(8) 1.889
SCF GR(7) no recompute: calls 9, stored norm 2.08e-09, true norm 2.09e-09
dimer U/t 20.0, beta 0.1: x0 0.5000 r0 -1.4806; trial 0.3519 r -1.3139
dimer optimal x -0.8149 predicted 0.0000 true 1.8074
dimer halved step x -0.1574 true 1.0016
\end{verbatim}
